\section*{Longitudinal Phonon Energy of an Oxide from Its Dielectric Constants}

\section*{Problem}

An isotropic insulating oxide has one polar vibration. Its static dielectric constant is $\varepsilon_s=9$, its electronic dielectric constant is $\varepsilon_\infty=4$, and the long-wavelength transverse vibration has energy $\hbar\omega_T=40$ meV. Derive the relation between the transverse and longitudinal frequencies, and find the longitudinal energy $\hbar\omega_L$.

The constant $\varepsilon_s$ describes the response to a steady field, when both electrons and ions have moved. The constant $\varepsilon_\infty$ describes a field too fast for the ions to follow, yet slow for the electrons. The vibration is harmonic and undamped, there are no free carriers, and $\varepsilon_\infty$ is constant over the phonon range. The wavelength is long compared with the atomic spacing. For the transverse wave it is also short compared with that of light of the same frequency, so that retardation can be neglected.

The algebra uses atomic units, in which $\hbar=1$ and the displacement field is $D=E+4\pi P$. Oscillating quantities vary as $e^{-i\omega t}$.

\section*{Hints}

\begin{enumerate}
\item Describe the vibration by the relative displacement $w$ of positive and negative ions. Write one equation for its motion in a field $E$ and one for the polarization $P$.
\item Find $\varepsilon(\omega)$ by driving the ions at frequency $\omega$. What does its value at $\omega=0$ say about the unknown ionic charge and mass?
\item In a free vibration no outside source acts, but a field may still be present. Use Maxwell's equations to find which of $E$ and $D$ vanishes when $P$ is perpendicular to the wavevector, and which when $P$ is parallel to it.
\item The field made by the longitudinal wave acts back on the ions. Does it help or oppose the spring?
\end{enumerate}

\section*{Full solution}

\subsection*{1. Motion and polarization}

Let $\mu$ be the reduced mass of an ion pair, $\Omega$ the volume per pair, and $Z$ the Born effective charge: the dipole moment per unit relative displacement at zero macroscopic field. For small $w$ and $E$, the energy per pair is quadratic,
\begin{equation}
U=\tfrac12\mu\omega_T^2w^2-ZwE-\tfrac12\Omega\chi E^2 ,
\end{equation}
where $\chi$ is the electronic susceptibility. The force is $-\partial U/\partial w$ and the dipole moment $\Omega P$ is $-\partial U/\partial E$. Hence
\begin{align}
\mu\ddot w&=-\mu\omega_T^2w+ZE, \label{motion}\\
P&=\frac{Zw}{\Omega}+\chi E. \label{pol}
\end{align}
The same $Z$ appears in both equations because both come from the term $-ZwE$. With clamped ions, $w=0$ and $D=(1+4\pi\chi)E$, so $4\pi\chi=\varepsilon_\infty-1$.

Here $E$ is the macroscopic field, averaged over many cells. The field at an ion also contains the contribution of nearby dipoles; its effect is already included in $Z$, $\omega_T$ and $\varepsilon_\infty$.

\subsection*{2. Dielectric function}

For a field of frequency $\omega$, $\ddot w=-\omega^2w$. Equation (\ref{motion}) becomes
\begin{equation}
\mu(\omega_T^2-\omega^2)w=ZE,
\qquad
w=\frac{ZE}{\mu(\omega_T^2-\omega^2)} .
\end{equation}
Insert this into $D=E+4\pi P$:
\begin{align}
D&=E+(\varepsilon_\infty-1)E+\frac{4\pi Z}{\Omega}w\nonumber\\
&=\left[\varepsilon_\infty+\frac{4\pi Z^2}{\Omega\mu(\omega_T^2-\omega^2)}\right]E .
\end{align}
The bracket is $\varepsilon(\omega)$. At $\omega=0$ it equals $\varepsilon_s$, so
\begin{equation}
\varepsilon_s-\varepsilon_\infty=\frac{4\pi Z^2}{\Omega\mu\omega_T^2},
\qquad
\frac{4\pi Z^2}{\Omega\mu}=(\varepsilon_s-\varepsilon_\infty)\omega_T^2. \label{strength}
\end{equation}
The charge, mass and volume can now be replaced by the given constants. Since $Z^2$ is positive, $\varepsilon_s$ must exceed $\varepsilon_\infty$.

\subsection*{3. Fields of the two free waves}

Consider a plane wave with wavevector $\mathbf q$. Without free charge, $\nabla\cdot\mathbf D=0$ gives $\mathbf q\cdot\mathbf D=0$. Without retardation, $\nabla\times\mathbf E=0$ gives $\mathbf q\times\mathbf E=0$, so $\mathbf E$ is parallel to $\mathbf q$.

In a transverse wave $\mathbf q\cdot\mathbf P=0$. Then
\begin{equation}
0=\mathbf q\cdot\mathbf D=\mathbf q\cdot\mathbf E+4\pi\mathbf q\cdot\mathbf P=\mathbf q\cdot\mathbf E .
\end{equation}
A field parallel to $\mathbf q$ with no component along $\mathbf q$ is zero. Equation (\ref{motion}) with $E=0$ gives the frequency $\omega_T$, which justifies the name given to this parameter.

In a longitudinal wave $\mathbf P$, $\mathbf E$ and therefore $\mathbf D$ are parallel to $\mathbf q$. Now $\mathbf q\cdot\mathbf D=0$ requires $D=0$, while $E=-4\pi P$ is not zero. Physically, the displacement piles up bound charge in sheets perpendicular to $\mathbf q$, and these sheets produce a field.

A thin film shows the same distinction. Take a free-standing film, many cells thick but thin compared with the wavelength of light, with no free charge at its surfaces, and let it vibrate uniformly with no field outside. For polarization normal to the film, the normal component of $D$ is continuous at the surface, so $D=0$ inside and the frequency is $\omega_L$. For polarization in the plane, the tangential component of $E$ is continuous, so $E=0$ inside and the frequency is $\omega_T$. Metal electrodes change the first case: for a film of thickness $d$ between shorted plates with a total vacuum gap $g$, the normal mode satisfies $\varepsilon(\omega)=-d/g$ and moves from $\omega_L$ down to $\omega_T$ as the gap closes (46.6 meV for $g=0.1d$ with the constants of this problem).

\subsection*{4. Longitudinal frequency}

Set $D=0$ and use equation (\ref{pol}):
\begin{equation}
0=E+4\pi P=\varepsilon_\infty E+\frac{4\pi Z}{\Omega}w,
\qquad
E=-\frac{4\pi Z}{\Omega\varepsilon_\infty}w .
\end{equation}
The force $ZE$ is opposite to $w$ whatever the sign of $Z$. It therefore adds to the restoring force:
\begin{equation}
\mu\ddot w=-\left(\mu\omega_T^2+\frac{4\pi Z^2}{\Omega\varepsilon_\infty}\right)w .
\end{equation}
Dividing by $\mu$ gives
\begin{equation}
\omega_L^2=\omega_T^2+\frac{4\pi Z^2}{\Omega\mu\varepsilon_\infty}. \label{stiff}
\end{equation}
Electrons screen the extra force, which is why $\varepsilon_\infty$ stands in the denominator. Now insert equation (\ref{strength}):
\begin{equation}
\omega_L^2=\omega_T^2+\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}\omega_T^2
=\frac{\varepsilon_s}{\varepsilon_\infty}\omega_T^2 .
\end{equation}
This is the Lyddane--Sachs--Teller relation,
\begin{equation}
\boxed{\;\omega_L=\omega_T\sqrt{\frac{\varepsilon_s}{\varepsilon_\infty}}\;} \label{lst}
\end{equation}
If $Z\to0$, equation (\ref{strength}) gives $\varepsilon_s\to\varepsilon_\infty$ and the two frequencies coincide. A vibration without a dipole moment has no such splitting.

\subsection*{5. The number and its check}

Energy is proportional to frequency, so
\begin{equation}
\hbar\omega_L=40\ \mathrm{meV}\times\sqrt{\frac94}
=40\ \mathrm{meV}\times1.5=60\ \mathrm{meV}.
\end{equation}
This is $0.060$ eV. The relation fixes the ratio of squares: omitting the root would give 90 meV. Inverting the ratio would give 26.7 meV, below the transverse energy, in conflict with the added stiffness in equation (\ref{stiff}).

For a check, write the dielectric function with the given constants:
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}. \label{eps}
\end{equation}
At 60 meV, with energies in meV,
\begin{equation}
\varepsilon=4+\frac{5\times1600}{1600-3600}=4-4=0 .
\end{equation}
This is the required condition: $D=\varepsilon E=0$ with $E\ne0$. Over a common denominator,
\begin{equation}
\varepsilon(\omega)=\frac{\varepsilon_s\omega_T^2-\varepsilon_\infty\omega^2}{\omega_T^2-\omega^2}
=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\end{equation}
The pole is the transverse frequency and the zero is the longitudinal one. Between them $\varepsilon$ is negative; at 50 meV it is $-4.889$.

\subsection*{6. A microscopic test}

The result can be tested on a lattice in which every dipole field is summed directly. Take a caesium-chloride-type lattice with masses 64 and 16 u and a volume of 24.0 \AA$^3$ per pair. The ions carry charges $\pm Q$ and have total polarizability $\alpha$, shared in the ratio 1:4. A spring $k$ acts on $w$.

To choose the inputs, use the local field $E+Lp$ at a cubic site, where $p$ is the dipole moment per pair and $L=4\pi/(3\Omega)$. Then $p=Qw+\alpha(E+Lp)$, or
\begin{equation}
p=\frac{Qw+\alpha E}{1-L\alpha}.
\end{equation}
The coefficient of $E$ gives $\varepsilon_\infty-1=3L\alpha/(1-L\alpha)$; for $\varepsilon_\infty=4$ this requires $L\alpha=1/2$. The coefficient of $w$ gives $Z=Q/(1-L\alpha)=2Q$. At $E=0$ the force is $-kw+QLp$, so $k=\mu\omega_T^2+Q^2L/(1-L\alpha)$. Equation (\ref{strength}) fixes $Z=1.803\,e$, hence $Q=0.90\,e$.

None of these choices uses equation (\ref{lst}). The direct sum, at a wavevector $10^{-4}$ of $2\pi$ divided by the cell length, returns dielectric constants 9.0000 and 4.0000, a transverse energy of 40.000 meV and a longitudinal energy of 60.000 meV. The dielectric constants come from the response to an applied field; the energies come from the forces. The sum is purely electrostatic, and the small wavevector (about 0.002 nm$^{-1}$) only stands for the long-wave limit without retardation; with retardation the transverse solution at that wavevector would lie at 39.13 meV.

A second lattice has the same volume, charges $\pm1.2\,e$, masses 40 and 20 u, $L\alpha=0.4$ shared equally, and $k=0.09$ atomic units. Its squared energy ratio is 4.70418 and its dielectric ratio 4.70419. The relation therefore also holds away from the numbers of the problem.

\subsection*{7. How far the idealizations matter}

\paragraph{Damping.} Add $-\mu\gamma\dot w$ to the force. In equation (\ref{eps}) the denominator becomes $\omega_T^2-\omega^2-i\gamma\omega$, and the zero satisfies
\begin{equation}
\omega^2+i\gamma\omega-\omega_L^2=0,
\qquad
\omega=-\frac{i\gamma}{2}+\sqrt{\omega_L^2-\frac{\gamma^2}{4}} .
\end{equation}
For $\hbar\gamma=10$ meV the real part is $\sqrt{3600-25}=59.79$ meV. The wave decays, but its energy shifts little.

\paragraph{Retardation.} With the magnetic field retained, a transverse wave obeys $c^2q^2=\varepsilon(\omega)\omega^2$. At $q=0.010$ nm$^{-1}$ the phonon-like solution lies at 39.959 meV instead of 40 meV. In the longitudinal wave $\mathbf q\times\mathbf E=0$, so there is no magnetic field and the condition $D=0$ is unchanged.

\paragraph{Electronic dispersion.} Replace $\varepsilon_\infty$ by the response of one electronic oscillator at 3.0 eV, with the same value 4 at zero frequency. The longitudinal energy becomes 59.995 meV. The phonon energy is far below the electronic one, so a constant $\varepsilon_\infty$ is adequate here.

\paragraph{Temperature.} At 300 K the thermal energy is 25.85 meV and the mean number of quanta in the longitudinal mode is
\begin{equation}
\frac{1}{e^{60/25.85}-1}=0.109 .
\end{equation}
In a harmonic model this changes the amplitude and not the frequency. As a trial anharmonic shift, lower the transverse energy by 1 percent to 39.60 meV while holding charge, volume and $\varepsilon_\infty$ fixed. Equation (\ref{stiff}) keeps the difference of squares at $3600-1600=2000$ meV$^2$, so the longitudinal energy is $\sqrt{39.60^2+2000}=59.73$ meV. In this comparison $\varepsilon_s$ is not fixed; by equation (\ref{strength}) it rises.

\paragraph{Strong fields.} A steady macroscopic field of 1 MV/cm displaces the ions by $w=ZE/(\mu\omega_T^2)=0.0037$ \AA. The nearest-neighbour distance in the test lattice is 2.50 \AA, so the displacement is about 0.15 percent of it. The values of $Z$ and $\mu$ are those of the test lattice. For comparison, a single oscillator of this mass and 40 meV energy has a root-mean-square amplitude of about 0.08 \AA\ per direction at 300 K, or 3 percent of the distance. Such a field therefore adds little to the motion already present; whether the vibration is harmonic depends on the potential over the larger thermal amplitude.

\subsection*{8. Relation to a real oxide}

The given constants are round illustrative values, not measurements on a particular oxide. For a material such as amorphous indium--gallium--zinc oxide, used as a transistor channel, the single sharp mode is a strong simplification, since such an oxide has several kinds of metal--oxygen vibration, broadened by disorder. The 40 meV mode is then an effective one. In Variation A, half of the ionic response is moved from 40 meV to a second transverse mode at 50 meV, and the highest longitudinal energy rises by about 9 meV. The input constants matter too: if $\varepsilon_s$ is 10 instead of 9, with the other inputs fixed, equation (\ref{lst}) gives 63.25 meV.

\section*{Variation A: two polar modes}

\textbf{Question.} Keep $\varepsilon_s=9$ and $\varepsilon_\infty=4$, but let transverse modes at 40 and 50 meV contribute equally to the ionic part of $\varepsilon_s$. Find the longitudinal energies.

\textbf{Solution.} Each mode contributes $(9-4)/2=2.5$. Put $x=(\hbar\omega)^2$ in meV$^2$. Both modes feel the same field, so their polarizations add and the condition $\varepsilon=0$ is
\begin{equation}
4+\frac{2.5\times1600}{1600-x}+\frac{2.5\times2500}{2500-x}=0 .
\end{equation}
Multiply by both denominators:
\begin{equation}
4(1600-x)(2500-x)+4000(2500-x)+6250(1600-x)=0 .
\end{equation}
The first product is $16\,000\,000-16\,400x+4x^2$. Collecting terms,
\begin{equation}
4x^2-26\,650x+36\,000\,000=0 ,
\end{equation}
\begin{equation}
x=\frac{26\,650\pm\sqrt{26\,650^2-576\,000\,000}}{8}.
\end{equation}
The roots are about 1883 and 4779 meV$^2$, and the energies are 43.39 and 69.13 meV. Applying equation (\ref{lst}) to each transverse mode separately would give 60 and 75 meV, neither of which is a mode.

What survives is a rule for the product. Over a common denominator, the numerator of $\varepsilon$ is a quadratic in $\omega^2$ with leading coefficient $\varepsilon_\infty$, so
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty
\frac{(\omega_{L1}^2-\omega^2)(\omega_{L2}^2-\omega^2)}
{(\omega_{T1}^2-\omega^2)(\omega_{T2}^2-\omega^2)} .
\end{equation}
At $\omega=0$,
\begin{equation}
\frac{\omega_{L1}^2\omega_{L2}^2}{\omega_{T1}^2\omega_{T2}^2}=\frac{\varepsilon_s}{\varepsilon_\infty}.
\end{equation}
Numerically, $43.39\times69.13\approx3000=40\times50\times1.5$, as required.

\section*{Variation B: free carriers}

\textbf{Question.} Return to one mode and add $10^{18}$ electrons per cm$^3$ with mass $m=0.30$ electron masses. How does the 60 meV mode change, first without scattering and then for a mobility of 10 cm$^2$/Vs?

\textbf{Solution.} An electron of charge $-1$ with momentum relaxation rate $\Gamma$ obeys $m\ddot r=-m\Gamma\dot r-E$. For $e^{-i\omega t}$ this gives $r=E/[m\omega(\omega+i\Gamma)]$. With density $n$, the polarization $-nr$ adds $-4\pi n/[m\omega(\omega+i\Gamma)]$ to $\varepsilon$. Define the screened plasma frequency by $\omega_p^2=4\pi n/(m\varepsilon_\infty)$. The condition $\varepsilon=0$, divided by $\varepsilon_\infty$, is
\begin{equation}
\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}-\frac{\omega_p^2}{\omega(\omega+i\Gamma)}=0. \label{drude}
\end{equation}
For $\Gamma=0$, multiply by $\omega^2(\omega_T^2-\omega^2)$ and reverse the sign:
\begin{equation}
\omega^4-(\omega_L^2+\omega_p^2)\omega^2+\omega_p^2\omega_T^2=0 .
\end{equation}
Here $\hbar\omega_p=33.9$ meV, and the upper solution is 65.76 meV. At $10^{17}$ cm$^{-3}$, where $\hbar\omega_p=10.7$ meV, it is 60.54 meV.

With scattering, the mobility $\mu_e$ gives $\hbar\Gamma=\hbar e/(m\mu_e)=386$ meV in ordinary units. This greatly exceeds the phonon energy. Rearrange equation (\ref{drude}) and put $\omega=\omega_L$ in the small carrier term:
\begin{equation}
\omega^2\approx\omega_L^2+\frac{\omega_p^2(\omega_L^2-\omega_T^2)}{\omega_L(\omega_L+i\Gamma)} .
\end{equation}
With $1/(\omega_L+i\Gamma)=(\omega_L-i\Gamma)/(\omega_L^2+\Gamma^2)$, the last term is about $15-97i$ meV$^2$. Division by $2\hbar\omega_L=120$ meV gives a shift of about $0.13-0.81i$ meV. The full solution of equation (\ref{drude}) has real part 60.10 meV and full width 1.63 meV.

At fixed density and mass, strong scattering thus removes most of the upward shift and leaves a broadening. The model is stretched here, however. At 300 K the mean free path at the root-mean-square thermal speed is about 0.4 nm, far below the electron's thermal wavelength of about 8 nm, so a free electron with a constant $\Gamma$ is not a justified picture of the carriers. The last values show what strong damping does within the Drude model; they are not predictions for a real oxide. The numerical output below collects the main results.

\section*{Computed results}
\begin{verbatim}
Static dielectric constant: 9.0
Electronic dielectric constant: 4.0
Transverse energy: 40.0 meV
Ratio of dielectric constants: 2.250
Square root of ratio: 1.500
Longitudinal energy: 60.00 meV
Longitudinal energy, converted: 0.0600 eV
Dielectric function at longitudinal energy: 0.000000
Slip: square root omitted: 90.0 meV
Slip: ratio inverted: 26.7 meV
Lattice: cation mass: 64.0 u
Lattice: anion mass: 16.0 u
Lattice: volume per ion pair: 24.0 angstrom^3
Lattice: Born charge: 1.803 e
Lattice: static constant: 9.0000
Lattice: electronic constant: 4.0000
Lattice: transverse energy: 40.000 meV
Lattice: longitudinal energy: 60.000 meV
Lattice: dielectric function at 50 meV: -4.889
Second lattice: squared energy ratio: 4.70418
Second lattice: dielectric ratio: 4.70419
Two modes: second transverse energy: 50.0 meV
Two modes: lower longitudinal energy: 43.39 meV
Two modes: upper longitudinal energy: 69.13 meV
Phonon damping: 10.0 meV
Damped longitudinal energy: 59.79 meV
Carrier mass: 0.30 electron masses
Screened plasmon at 1e17 cm^-3: 10.7 meV
Screened plasmon at 1e18 cm^-3: 33.9 meV
Upper mode, 1e17 cm^-3, no scattering: 60.54 meV
Upper mode, 1e18 cm^-3, no scattering: 65.76 meV
Carrier mobility: 10.0 cm2/Vs
Carrier scattering energy: 386 meV
Mode, 1e18 cm^-3, with scattering: 60.10 meV
Its full width from carriers: 1.63 meV
Electronic oscillator energy: 3.0 eV
Longitudinal energy with dispersion: 59.995 meV
Wavevector for retardation test: 0.010 nm^-1
Retarded transverse energy: 39.959 meV
Softened transverse energy: 39.60 meV
Longitudinal energy after softening: 59.73 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Longitudinal phonon occupation: 0.109
Applied macroscopic field: 1.0 MV/cm
Relative ionic displacement: 0.0037 angstrom
Model nearest-neighbour distance: 2.50 angstrom
Longitudinal energy if static constant is 10: 63.25 meV
\end{verbatim}
